# Inferring initial film strain from a buckled clamped-clamped beam: a numerical check

```python
# Result under test: a clamped-clamped beam of length L and thickness t that
# buckles to midspan height A had the initial compressive strain
#     eps0 = pi^2 t^2 / (3 L^2) + pi^2 A^2 / (4 L^2).
# eps0 > 0 is compressive; the stress-free length L0 obeys L = L0 (1 - eps0).
# First term: axial compression left after buckling (critical strain).
# Second term: extra path length over the hump. Lengths are in micrometres.
import numpy as np
from scipy.constants import g as gravity
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, root

pi = np.pi
L, t, A = 200.0, 2.0, 5.0
E_GPa, nu, density = 160.0, 0.22, 2500.0


def critical_strain(length, thick):
    return pi**2 * thick**2 / (3 * length**2)


def path_strain(length, height):
    return pi**2 * height**2 / (4 * length**2)


def inferred_strain(length, thick, height):
    return critical_strain(length, thick) + path_strain(length, height)


eps_cr = critical_strain(L, t)
eps_path = path_strain(L, A)
eps0 = inferred_strain(L, t, A)


# Finite-difference quadratic forms for clamped ends:
# v.B.v = integral of v''^2 and v.G.v = integral of v'^2.
def clamped_forms(length, cells=300):
    h = length / cells
    full = np.zeros((cells + 1, cells + 1))
    for i in range(1, cells):
        full[i, i - 1:i + 2] = [1, -2, 1]
    full[0, 1] = 2          # mirror point outside the clamp: zero slope
    full[cells, cells - 1] = 2
    curv = full[:, 1:-1] / h**2
    weights = np.full(cells + 1, h)
    weights[[0, -1]] = h / 2
    B = curv.T @ (weights[:, None] * curv)
    slope = np.diff(np.eye(cells + 1), axis=0)[:, 1:-1] / h
    G = h * slope.T @ slope
    return B, G, np.linspace(0, length, cells + 1)[1:-1]


B, G, x_in = clamped_forms(L)
loads, modes = eigh(t**2 / 12 * B, G)
assert abs(loads[0] / eps_cr - 1) < 1e-3      # grid error is of order h^2
shape = modes[:, 0] / modes[len(x_in) // 2, 0]
shape_error = np.max(np.abs(shape - (1 - np.cos(2 * pi * x_in / L)) / 2))
assert shape_error < 1e-3

# Stability of the flat state and of the single-hump state.
flat_curvatures = eigh(t**2 / 12 * B - eps0 * G, G, eigvals_only=True)
unstable_flat = int(np.sum(flat_curvatures < 0))
assert unstable_flat >= 1
stretch = G @ (A * shape)
H = t**2 / 12 * B - loads[0] * G + np.outer(stretch, stretch) / L
hump_lowest = eigh(H, G, eigvals_only=True)[0]
assert hump_lowest > 1e-5

# Threshold length at the inferred strain, checked by a new eigenproblem.
L_threshold = pi * t / np.sqrt(3 * eps0)
B2, G2, _ = clamped_forms(L_threshold)
load_short = eigh(t**2 / 12 * B2, G2, eigvals_only=True)[0]
assert abs(load_short / eps0 - 1) < 1e-3

# Path term by quadrature; a uniform strain gradient does no work.
x = np.linspace(0, L, 2001)
unit_slope = pi / L * np.sin(2 * pi * x / L)
unit_curv = 2 * pi**2 / L**2 * np.cos(2 * pi * x / L)
hump = A / 2 * (1 - np.cos(2 * pi * x / L))
numeric_slope = np.gradient(hump, x, edge_order=2)
path_numeric = np.trapezoid(numeric_slope**2, x) / (2 * L) \
    if hasattr(np, "trapezoid") else np.trapz(numeric_slope**2, x) / (2 * L)
assert abs(path_numeric / eps_path - 1) < 1e-4
numeric_curv = np.gradient(numeric_slope, x, edge_order=2)
mean_curv = np.mean((numeric_curv[1:] + numeric_curv[:-1]) / 2)
assert abs(mean_curv) < 1e-4 * np.max(np.abs(numeric_curv))


# Height found by minimizing the elastic energy, with initial bow a0.
def equilibrium_height(strain, a0=0.0):
    mean_slope2 = np.mean(unit_slope[:-1]**2)
    mean_curv2 = np.mean(unit_curv[:-1]**2)

    def energy(a):
        axial = -strain + (a**2 - a0**2) * mean_slope2 / 2
        bending = t**2 / 24 * (a - a0)**2 * mean_curv2
        return (axial**2 / 2 + bending) / strain**2
    return minimize_scalar(energy, bounds=(0.5, 20), method="bounded",
                           options={"xatol": 1e-8}).x


height_min = equilibrium_height(eps0)
assert abs(height_min / A - 1) < 1e-4
height_inverse = 2 * L / pi * np.sqrt(eps0 - eps_cr)
assert abs(height_inverse / height_min - 1) < 1e-4
bow = 0.1
eps_bow = eps_cr * (1 - bow / A) + pi**2 * (A**2 - bow**2) / (4 * L**2)
assert abs(equilibrium_height(eps_bow, bow) / A - 1) < 1e-4


# Large-rotation extensible beam, solved by shooting over half the beam.
def large_rotation(length, thick, height):
    e_guess = critical_strain(length, thick)

    def residual(u):
        root_curv, load = u[0] / length, u[1] * e_guess
        free_length = u[2] * length

        def rhs(s, y):
            stretch_ratio = 1 - load * np.cos(y[0])
            return [y[1],
                    -12 * load / thick**2 * stretch_ratio * np.sin(y[0]),
                    stretch_ratio * np.cos(y[0]),
                    stretch_ratio * np.sin(y[0])]
        end = solve_ivp(rhs, (0, free_length / 2), [0, root_curv, 0, 0],
                        method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
        return [end[0], end[2] / length - 0.5, (end[3] - height) / length]
    start = [2 * pi**2 * height / length, 1.0, 1.001]
    sol = root(residual, start, tol=1e-12)
    assert np.max(np.abs(residual(sol.x))) < 1e-9
    return 1 - 1 / sol.x[2], sol.x[1] * e_guess, sol.x[0] / length


eps_large, load_large, curv_large = large_rotation(L, t, A)
max_slope = pi * A / L
small_slope_scale = max_slope**2      # relative size of neglected terms
assert abs(eps_large / eps0 - 1) < small_slope_scale
assert abs(load_large / eps_cr - 1) < small_slope_scale
bend_strain = pi**2 * A * t / L**2
assert abs(curv_large * t / 2 / bend_strain - 1) < small_slope_scale
eps_half = large_rotation(L, t / 2, A / 2)[0]
error_full = eps_large / eps0 - 1
error_half = eps_half / inferred_strain(L, t / 2, A / 2) - 1
error_ratio = error_full / error_half
assert 3.8 < error_ratio < 4.2

# Reading errors, with derivatives checked by central differences.
slopes = np.array([pi**2 * A / (2 * L**2), 2 * pi**2 * t / (3 * L**2),
                   -2 * eps0 / L])
d = 1e-3
numeric = np.array([
    inferred_strain(L, t, A + d) - inferred_strain(L, t, A - d),
    inferred_strain(L, t + d, A) - inferred_strain(L, t - d, A),
    inferred_strain(L + d, t, A) - inferred_strain(L - d, t, A)]) / (2 * d)
assert np.allclose(slopes, numeric, rtol=1e-5, atol=0)
reading = np.array([0.1, 0.05, 0.5])
parts = np.abs(slopes) * reading
total_error = np.sqrt(np.sum(parts**2))

# Sizes of neglected effects.
undercut = 2.0
eps_undercut = inferred_strain(L + 2 * undercut, t, A)
plate_shift = eps_cr * (1 / (1 - nu**2) - 1)
shear_shift = eps_cr**2 * 2 * (1 + nu) / (5 / 6)
delta_alpha, delta_T = 1e-6, 10.0
sag_pm = density * gravity * (L * 1e-6)**4 / (
    32 * E_GPa * 1e9 * (t * 1e-6)**2) * 1e12
MPa = E_GPa * 1e3
assert 0.00185 < eps0 < 0.00195       # the value claimed in the topic


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Beam length L", L, "um", 1)
show("Beam thickness t", t, "um", 1)
show("Midspan height A", A, "um", 1)
show("Critical strain (axial part)", 100 * eps_cr, "%")
show("Path-length strain", 100 * eps_path, "%")
show("Inferred initial compressive strain", 100 * eps0, "%")
show("Share of axial part in total", 100 * eps_cr / eps0, "%", 1)
show("Critical strain, finite differences", 100 * loads[0], "%")
show("Second critical strain, finite diff.", 100 * loads[1], "%")
show("Third critical strain, finite diff.", 100 * loads[2], "%")
print("Unstable modes of the flat state:", unstable_flat)
show("Lowest hump stability eigenvalue", 100 * hump_lowest, "%")
show("Height from energy minimum", height_min, "um")
show("Threshold length at this strain", L_threshold, "um", 1)
show("Largest slope", max_slope, "rad")
show("Initial strain, large-rotation beam", 100 * eps_large, "%")
show("Axial strain, large-rotation beam", 100 * load_large, "%")
show("Large-rotation relative difference", 100 * error_full, "%", 3)
show("Difference ratio on halving A and t", error_ratio, "(no unit)", 2)
show("Model Young modulus", E_GPa, "GPa", 0)
show("Model Poisson ratio", nu, "(no unit)", 2)
show("Model density", density, "kg/m3", 0)
show("Biaxial stress before release", MPa * eps0 / (1 - nu), "MPa", 0)
show("Uniaxial stress if held flat", MPa * eps0, "MPa", 0)
show("Mean axial stress after buckling", MPa * eps_cr, "MPa", 1)
show("Largest bending strain", 100 * bend_strain, "%")
show("Peak compressive stress", MPa * (bend_strain + eps_cr), "MPa", 0)
show("Peak tensile stress", MPa * (bend_strain - eps_cr), "MPa", 0)
show("Assumed reading error of A", reading[0], "um", 2)
show("Assumed reading error of t", reading[1], "um", 2)
show("Assumed reading error of L", reading[2], "um", 2)
show("Strain error from A", 100 * parts[0], "%")
show("Strain error from t", 100 * parts[1], "%")
show("Strain error from L", 100 * parts[2], "%")
show("Combined strain error", 100 * total_error, "%")
show("Assumed undercut at each end", undercut, "um", 1)
show("Initial strain with undercut", 100 * eps_undercut, "%")
show("Assumed initial bow", bow, "um", 1)
show("Initial strain with that bow", 100 * eps_bow, "%")
show("Strain shift, wide-plate bending", 100 * plate_shift, "%")
show("Strain shift, shear (size)", 100 * shear_shift, "%", 6)
show("Assumed expansion mismatch", delta_alpha * 1e6, "ppm/K", 1)
show("Assumed temperature change", delta_T, "K", 0)
show("Strain shift, thermal", 100 * delta_alpha * delta_T, "%")
show("Weight sag of an unstressed beam", sag_pm, "pm", 2)
print("no test failed")
```

Running it gives:

```
Beam length L: 200.0 um
Beam thickness t: 2.0 um
Midspan height A: 5.0 um
Critical strain (axial part): 0.0329 %
Path-length strain: 0.1542 %
Inferred initial compressive strain: 0.1871 %
Share of axial part in total: 17.6 %
Critical strain, finite differences: 0.0329 %
Second critical strain, finite diff.: 0.0673 %
Third critical strain, finite diff.: 0.1316 %
Unstable modes of the flat state: 3
Lowest hump stability eigenvalue: 0.0344 %
Height from energy minimum: 5.0000 um
Threshold length at this strain: 83.9 um
Largest slope: 0.0785 rad
Initial strain, large-rotation beam: 0.1866 %
Axial strain, large-rotation beam: 0.0328 %
Large-rotation relative difference: -0.275 %
Difference ratio on halving A and t: 3.99 (no unit)
Model Young modulus: 160 GPa
Model Poisson ratio: 0.22 (no unit)
Model density: 2500 kg/m3
Biaxial stress before release: 384 MPa
Uniaxial stress if held flat: 299 MPa
Mean axial stress after buckling: 52.6 MPa
Largest bending strain: 0.2467 %
Peak compressive stress: 447 MPa
Peak tensile stress: 342 MPa
Assumed reading error of A: 0.10 um
Assumed reading error of t: 0.05 um
Assumed reading error of L: 0.50 um
Strain error from A: 0.0062 %
Strain error from t: 0.0016 %
Strain error from L: 0.0009 %
Combined strain error: 0.0065 %
Assumed undercut at each end: 2.0 um
Initial strain with undercut: 0.1798 %
Assumed initial bow: 0.1 um
Initial strain with that bow: 0.1864 %
Strain shift, wide-plate bending: 0.0017 %
Strain shift, shear (size): 0.000032 %
Assumed expansion mismatch: 1.0 ppm/K
Assumed temperature change: 10 K
Strain shift, thermal: 0.0010 %
Weight sag of an unstressed beam: 1.92 pm
no test failed
```
